Density-length product for one e-fold of space-charge growth in transit

**The form of the answer**

In a semiconductor whose electrons slow down as the field rises, a small bunch of excess electrons can grow while it drifts, instead of spreading away. How many donors per unit area must a layer contain for the bunch to grow by a factor e before it leaves?

Three quantities describe a uniform layer locally. The drift velocity v has units m/s. The differential mobility μ_d = dv/dF, the slope of velocity against field, has units m²/(V s). The donor density N acts through Gauss's law, in the combination qN/ε with units V/m², where q is the elementary charge and ε the permittivity. Suppose that a weak disturbance responds only to these three, and seek its growth rate as

rate = v^a (qN/ε)^b |μ_d|^c.

Volts must cancel, so b − c = 0. Metres must cancel, so a − 2b + 2c = 0, and hence a = 0. One inverse second must remain, so a + c = 1, and hence c = b = 1. The velocity drops out:

rate ∼ qN|μ_d|/ε.

The time available is L/v for a layer of length L. Setting rate × time equal to one gives

NL ∼ εv/(q|μ_d|).

Density and length enter only as a product because a denser layer grows charge faster and a longer one gives it more time. Dimensions cannot supply the numerical factor, nor the sign that separates growth from decay. They also cannot justify leaving out the wavelength of the disturbance.

**The estimate in numbers**

Take the factor to be one, relative permittivity 9, v = 2.5×10⁷ cm/s and μ_d = −100 cm²/Vs. Then

ε = 9 × 8.854×10⁻¹⁴ F/cm = 7.97×10⁻¹³ F/cm,

εv = 1.992×10⁻⁵ F/s,

q|μ_d| = 1.602×10⁻¹⁷ C cm²/(V s),

NL = 1.992×10⁻⁵ / 1.602×10⁻¹⁷ cm⁻² = 1.24×10¹² cm⁻².

In SI this is 1.24×10¹⁶ m⁻². A layer 1 μm long needs N = 1.24×10¹⁶ cm⁻³, and its transit time is 10⁻⁴ cm / (2.5×10⁷ cm/s) = 4.0 ps.

The condition can also be read as a field. The fully ionised donors of the layer, if stripped of electrons, would change the field across it by

qNL/ε = v/|μ_d| = 250 kV/cm.

One e-fold therefore requires a donor sheet whose own field is comparable with the field over which the velocity would fall substantially at the given slope.

**Controlled derivation**

Let x point along the electron drift, and let F > 0 be the magnitude of the driving field, so that the electric field is E = −F. The donors are fully ionised and uniform, and n is the electron density. Gauss's law, ∂E/∂x = q(N − n)/ε, becomes

∂F/∂x = q(n − N)/ε.

Assume for now that the velocity follows the local field at once and that diffusion is absent. Conservation of electrons is

∂n/∂t + ∂(nv)/∂x = 0.

Expand the product and move one term to the right:

∂n/∂t + v ∂n/∂x = −n ∂v/∂x.

The left side is the rate of change seen by an observer moving with the electrons, written Dn/Dt. On the right, ∂v/∂x = v′(F) ∂F/∂x, and Gauss's law gives

Dn/Dt = −(q/ε) v′(F) n(n − N).

The mechanism is visible here. Behind an excess of electrons the field is lower than in front of it. If v′ < 0, the electrons behind are faster and those in front slower, so the bunch is compressed. If v′ > 0, it is pulled apart.

Now write n = N + δ with |δ| ≪ N about a uniform state of velocity v and slope μ_d. To first order n(n − N) = Nδ. The change of v multiplies ∂δ/∂x, which is already small, and so contributes at second order. Hence

∂δ/∂t + v ∂δ/∂x = δ/τ,  τ = ε/(qN|μ_d|)  for μ_d < 0.

The solution is a rigidly moving profile with a growing amplitude:

δ(x,t) = f(x − vt) exp(t/τ).

The shape f is arbitrary, so the wavelength does not matter in this model. A small uniform field change imposed by the circuit alters v and v′ slightly, but both changes multiply δ or its gradient. The growth of charge already in the layer is thus independent of the circuit to first order.

After one transit the number of e-folds is

G = L/(vτ) = qNL|μ_d|/(εv).

Setting G = 1 gives

NL = εv/(q|μ_d|),

so the factor left open by dimensions is one. The e-fold refers to the amplitude of the charge; a quantity proportional to its square grows by e².

These statements can be compared with direct integration of the nonlinear continuity and Poisson equations on a periodic ring. The velocity curve used is a smooth model with the stated v and μ_d at 200 kV/cm. A disturbance of relative amplitude 10⁻⁴ grows in 4.0 ps by 2.71828 for a wavelength of 1 μm, and by the same factor for one third of that wavelength. At 80 kV/cm the slope of the same curve is +245 cm²/Vs. With the density and time unchanged, the formula predicts exp(−2.45) = 0.086, and the integration gives 0.0863.

**When the bunch is not small**

For a constant negative slope the equation for Dn/Dt can be solved without linearising. Define u = (n − N)/n = 1 − N/n. Then

Du/Dt = (N/n²) Dn/Dt = (N/n²)(q|μ_d|/ε) n(n − N) = u/τ.

Thus u = u₀ exp(t/τ), and the density follows from n = N/(1 − u).

Start with a 5% excess. Then u₀ = 0.05/1.05 = 0.0476, and after one growth time u = 0.1294. The density is N/(1 − 0.1294) = 1.149N, so the excess has grown by a factor of 2.97. For a 5% deficit, u₀ = −0.05/0.95 = −0.0526 becomes −0.1431. The density is then 0.875N, and the deficit has grown by a factor of 2.50. The ring integration gives 2.974 and 2.503. Accumulation outruns the linear law and depletion lags behind it, because the relative growth rate of the excess or deficit, q|μ_d|n/ε, is proportional to n itself.

The same solution shows where this model ends. The density diverges when u reaches one, at t = τ ln(1/u₀). For the 5% excess this is 3.0 growth times. Before that, diffusion, which opposes steep density peaks, must be included.

**Diffusion and delayed velocity**

Two omissions matter in a short layer. Electrons diffuse, with a coefficient D taken as constant, and their velocity needs a time t_r to adjust to a new field. Let V(F) be the steady velocity curve, and describe the adjustment by

∂v/∂t + v ∂v/∂x = [V(F) − v]/t_r.

In the frame of the drifting wave, let every small quantity vary as exp(st + ikx). Let w be the velocity disturbance and φ the field disturbance. The three linear equations are

(s + Dk²)δ = −ikNw,

s w = (μ_d φ − w)/t_r,

ikφ = qδ/ε.

The second gives w = μ_d φ/(1 + s t_r). Insert this in the first and use the third for ikφ:

(s + Dk²)δ = −N μ_d (qδ/ε)/(1 + s t_r).

Since −qNμ_d/ε = 1/τ,

(s + Dk²)(1 + s t_r) = 1/τ.

Wavelength now matters. Growth requires Dk² < 1/τ, so the wavelength must exceed 2π√(Dτ). The delay t_r slows the growth without moving this boundary, because s = 0 there.

For one e-fold in transit, s = v/L. Choose a disturbance with one wavelength in the layer, k = 2π/L. Then

(v/L)[1 + 4π²D/(vL)][1 + v t_r/L] = qN|μ_d|/ε.

Multiplying by εL/(q|μ_d|) gives

NL = [εv/(q|μ_d|)] [1 + 4π²D/(vL)] [1 + v t_r/L].

With rough values D = 25 cm²/s and t_r = 0.2 ps, and L = 1 μm,

4π²D/(vL) = 987/2500 = 0.395,  v t_r/L = 0.050.

The required product rises to

1.243×10¹² × 1.395 × 1.050 cm⁻² = 1.82×10¹² cm⁻².

At this density the ring integration with both effects gives growth by 2.718 per transit, as intended. This figure is the square of the growth over the second half of the transit, when the start-up transient of the velocity has died out. If the density is instead left at its original value and only diffusion is added, the growth falls to exp(1 − 0.395) = 1.83.

Both corrections vary as 1/L at fixed material parameters. At 10 μm they would be 4% and 0.5%, and the simple product is recovered. In a layer much shorter than 1 μm they take over, and NL alone no longer characterises the growth.

High doping is a second case in which the delay matters. At N = 10¹⁷ cm⁻³ and L = 1 μm the simple formula gives G = 8.04, or 1/τ = 2.01 ps⁻¹. With Dk² = 0.395/(4 ps) = 0.099 ps⁻¹, the growth equation becomes

(s + 0.099)(1 + 0.2s) = 2.01,  s in ps⁻¹.

Its positive root is s = 1.46 ps⁻¹, so the number of e-folds in 4 ps is 5.8 instead of 8.0.

**One e-fold is not the oscillation threshold**

Growth during one passage does not by itself sustain an oscillation, since each bunch leaves at the anode. Something must create the next one. A definite answer needs boundary conditions. Take a uniform steady state, a fixed field at the cathode and a fixed total voltage, again without diffusion or delay.

The total current density, counted along the electron motion, is

J = ε ∂F/∂t + qnv.

It is the same at every x, because ε ∂²F/∂x∂t = q ∂n/∂t, which cancels q ∂(nv)/∂x by continuity. Substitute n = N + (ε/q) ∂F/∂x and divide by ε:

∂F/∂t + v ∂F/∂x + qNv/ε = J/ε.

For small changes φ of the field and j of the current, the third term changes by qNμ_dφ/ε = −φ/τ. With time dependence exp(st),

v dφ/dx + (s − 1/τ)φ = j/ε,  φ(0) = 0.

Define θ = sL/v − G. The solution is

φ = [jL/(εv)] [1 − exp(−θx/L)]/θ.

At the cathode this gives ε dφ/dx = j/v, so a current fluctuation injects fresh charge. That is the feedback. Fixed voltage requires the integral of φ over the layer to vanish:

[exp(−θ) + θ − 1]/θ² = 0.

At θ = 0 the left side tends to 1/2, so this value is excluded. The numerator has no other real zero. For θ = a + ib with b > 0, its imaginary part gives exp(−a) sin b = b, or

a = ln(sin b / b).

Since sin b < b, every mode has a < 0, and some growth G > 0 is necessary for instability. The real part requires cos b = (1 − a)exp(a) = (1 − a) sin b / b. For 0 < b < π/2 the right side exceeds sin b / b, which exceeds cos b, so there is no root. For π/2 ≤ b < π the cosine is not positive while the right side is, and for π ≤ b ≤ 2π the sine is not positive. Between 2π and 4π the same signs leave only 2π < b < 5π/2. There the condition can be written b cot b − 1 − ln(b/sin b) = 0. The derivative of the left side is (sin 2b − b)/sin²b − 1/b, which is negative, and the left side falls from +∞ to a negative value. There is therefore exactly one root in this range, at

θ = −2.09 ± 7.46i.

Roots with b > 4π have a < −ln(4π) = −2.53, so they are more strongly damped.

Because Re(s)L/v = G + a, oscillations grow when G > 2.09. For the present parameters this means

NL > 2.09 × 1.243×10¹² cm⁻² = 2.60×10¹² cm⁻².

The frequency at threshold is 7.46v/(2πL) = 297 GHz for the 1 μm layer. At one e-fold the slowest mode still decays, with Re(s)L/v = 1 − 2.09 = −1.09. A separate eigenvalue calculation, which discretises the field equation along the layer, gives −1.0888 at G = 1 and confirms zero growth at G = 2.0888.

This threshold belongs to the ideal diode described. Suppose the same linear problem includes D = 25 cm²/s and t_r = 0.2 ps, with no velocity disturbance at the cathode and no gradient of the density disturbance at the anode. The threshold value of qNL|μ_d|/(εv) then rises from 2.09 to about 2.87, or NL = 3.6×10¹² cm⁻², and the frequency falls to about 285 GHz. Diffusion causes most of the rise. A different cathode or circuit changes the condition itself.

**Comparison with a gallium nitride diode**

The parameters lie in the regime of a gallium nitride transferred-electron diode. A relative permittivity near 9 and a peak velocity of a few 10⁷ cm/s are reasonable rough values; the negative slope is much less certain, and the product is inversely proportional to it. Published velocity-field curves for gallium nitride also differ on the field of the peak, and some place it near or above 200 kV/cm, so this bias is not certain to lie on the falling branch in a real layer. The single time t_r = 0.2 ps is likewise only a stand-in for energy and intervalley relaxation, which may be slower. The velocity and slope must also belong to the same field. A slope of −100 cm²/Vs cannot occur at the peak, where the slope is zero, so the model curve peaks higher, at 3.03×10⁷ cm/s and 132 kV/cm. Its low-field mobility, 305 cm²/Vs, is low for good lightly doped bulk material; the curve serves to set the high-field behaviour. The uniform field is a strong assumption for a real device: an ohmic cathode breaks it badly, as shown below.

Bias matters even on this one curve. The product for one e-fold is 1.24×10¹² cm⁻² at 200 kV/cm, but 2.38×10¹² cm⁻² at 150 kV/cm and 2.28×10¹² cm⁻² at 300 kV/cm. Nearer the peak the slope is weak; far beyond it the curve flattens again. On this curve 200 kV/cm lies almost at the minimum of the product, so 1.24×10¹² cm⁻² is close to the most favourable value the curve allows.

For the cathode, set ∂F/∂t = 0 in the current equation:

dF/dx = (qN/ε)[J/(qNv(F)) − 1].

Start from an assumed cathode field of 10 kV/cm and keep the mean field at 200 kV/cm, with N and L unchanged. The integration then gives an anode field of 421 kV/cm, a current 2.28 times qNv evaluated at the uniform bias, and a mean electron density of 2.64N. This steady equation omits diffusion; including it with D = 25 cm²/s and a zero density gradient at the anode raises the three values by about 2–3%. The layer is filled with injected charge, and the part next to the cathode lies on the rising branch of the velocity curve. The formula for G, which assumes n = N and one slope throughout, does not apply to such a state. It suits a cathode that limits injection and holds the field in the falling region. Even there, control must be good: at fixed current a small steady error in cathode field grows as exp(x/(vτ)), by a factor e across the layer when G = 1.

Heat is the other severe restriction. For the uniform state,

qNv = 4.98×10⁴ A/cm²,

and multiplying by 200 kV/cm and 1 μm gives a heat flux of 1.0×10⁶ W/cm². Let this flux enter a thick substrate of thermal conductivity κ through a disc of radius R. A point source of power P raises the temperature at distance r by P/(2πκr), so summing rings gives a rise at the centre of

ΔT = ∫₀ᴿ (flux × 2πr dr)/(2πκr) = flux × R/κ.

With R = 10 μm and a rough constant κ = 1.5 W/(cm K), this is roughly 700 K. Continuous operation at the assumed material parameters is therefore inconsistent for this geometry. With a rough heat capacity of 2.6 J/(cm³ K) and no heat loss, a 20 K rise takes

20 × 2.6 / (4.98×10⁴ × 2×10⁵) s = 5.2 ns.

That is about 1300 transits, so short pulses leave ample time for the charge dynamics.

Other limits are more distant. The bias plus the 250 kV/cm donor-sheet field is 15% of a rough breakdown field of 3 MV/cm, although a strongly nonlinear accumulation layer could exceed that sum. The donor density is 0.55% of the effective density of band states at 300 K for a rough mass ratio of 0.2, so degeneracy is unimportant.

The figure of 1.2×10¹² cm⁻² is thus a scale for convective growth in a uniform field. In the 1 μm example, diffusion and delay raise it to about 1.8×10¹² cm⁻². Self-oscillation at fixed voltage and fixed cathode field begins at 2.6×10¹² cm⁻² in the ideal diode, and at about 3.6×10¹² cm⁻² with the same two effects included. The values computed by the program are in the numerical output below.

Calculated quantities

```
relative permittivity: 9.0
drift velocity: 2.50e+07 cm/s
differential mobility: -100.0 cm2/Vs
layer length: 1.00 um
bias field: 200.0 kV/cm
density-length product, one e-fold: 1.2434e+12 cm^-2
same product in SI: 1.2434e+16 m^-2
donor density for this length: 1.2434e+16 cm^-3
transit time = growth time: 4.000 ps
field scale q N L/eps = v/|mu_d|: 250.0 kV/cm
e-folds at 1e17 cm^-3, same length: 8.04
simulated growth, wavelength L: 2.71828
simulated growth, wavelength L/3: 2.71828
simulated amplitude ratio at 80 kV/cm: 0.0863
slope at 80 kV/cm: 245.0 cm2/Vs
initial finite amplitude: 5.0 %
accumulation growth factor: 2.974
depletion growth factor: 2.503
threshold of self-oscillation: 2.0888 e-folds
product at that threshold: 2.597e+12 cm^-2
threshold frequency: 296.9 GHz
rightmost mode at one e-fold, Re(s)L/v: -1.0888
model low-field mobility: 305.3 cm2/Vs
model saturation velocity: 1.359e+07 cm/s
model peak velocity: 3.029e+07 cm/s
model peak field: 132.3 kV/cm
product at 150 kV/cm: 2.379e+12 cm^-2
product at 300 kV/cm: 2.281e+12 cm^-2
diffusivity (rough): 25.0 cm2/s
diffusion loss: 0.395 e-folds
simulated growth with diffusion: 1.832
velocity relaxation time (rough): 0.20 ps
relaxation correction v t_r/L: 0.050
product with both corrections: 1.821e+12 cm^-2
simulated growth at corrected product: 2.7183
ohmic cathode: assumed cathode field: 10.0 kV/cm
ohmic cathode: anode field: 421.0 kV/cm
ohmic cathode: mean n/N: 2.64
ohmic cathode: current over q N v: 2.28
current density q N v: 4.980e+04 A/cm2
heat flux: 9.961e+05 W/cm2
thermal conductivity (rough): 1.50 W/(cm K)
heat capacity (rough): 2.60 J/(cm3 K)
contact radius: 10.0 um
continuous heating at contact centre: 664 K
pulse length for 20 K adiabatic rise: 5.22 ns
breakdown field (rough): 3.0 MV/cm
(bias + field scale)/breakdown: 0.150
effective mass ratio (rough): 0.20
donor density/band density at 300 K: 0.0055
```
